# Tunnelling control with two Eckart barriers: when the higher barrier wins: verification in Python

```python
# Result under test: two sech^2 (symmetric Eckart) barriers share one reactant.
# L is low and wide, H is high and narrow. The product of H dominates below one
# temperature T_x if a_H/cosh(pi d_H/2) > a_L/cosh(pi d_L/2); otherwise never.
# Leading order: T_x = T_H (1 - sqrt(1 - V_L/V_H)) when this is >= T_L, else
# T_x = sqrt(2)(a_L sqrt(V_L) - a_H sqrt(V_H)) / (pi sqrt(m)(a_L^2 - a_H^2)).
# V: height, a: width parameter, m: mass, d = sqrt(8 m V a^2 - 1),
# T_i = sqrt(V_i)/(pi a_i sqrt(2m)): onset temperature of deep tunnelling.
# Hartree atomic units with k_B = 1; temperatures are printed in kelvin.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import logsumexp

KELVIN = physical_constants["kelvin-hartree relationship"][0]
M_P = physical_constants["proton-electron mass ratio"][0]
M_D = physical_constants["deuteron-electron mass ratio"][0]
LOW = (0.016, 1.5)
HIGH = (0.020, 0.6)
LOW_MEDIUM = (0.016, 0.9)
LOW_NARROW = (0.016, 0.65)


def d_parameter(barrier, m):
    V, a = barrier
    return np.sqrt(8 * m * V * a**2 - 1)


def log_cosh(y):
    return y + np.log1p(np.exp(-2 * y)) - np.log(2)


def log_transmission(k, barrier, m):
    x = np.pi * k * barrier[1]
    log_sinh = x + np.log(-np.expm1(-2 * x)) - np.log(2)
    log_c = log_cosh(np.pi * d_parameter(barrier, m) / 2)
    return -np.logaddexp(0, 2 * (log_c - log_sinh))


def flux_weights(T, barrier, m):
    V, a = barrier
    k_end = min(2 * np.pi * a * m * T + 12 * np.sqrt(m * T),
                np.sqrt(2 * m * (V + 45 * T)))
    k = np.linspace(0, k_end, 20001)[1:]
    logw = (np.log(k / m) + log_transmission(k, barrier, m)
            - k**2 / (2 * m * T) + np.log(k[1] - k[0]))
    return k, logw


def log_flux(T, barrier, m):
    return logsumexp(flux_weights(T, barrier, m)[1])


def mean_energy(T, barrier, m):
    k, logw = flux_weights(T, barrier, m)
    w = np.exp(logw - logw.max())
    return np.sum(w * k**2 / (2 * m)) / np.sum(w)


def log_ratio(T, low, high, m):
    return log_flux(T, high, m) - log_flux(T, low, m)


def onset(barrier, m):
    V, a = barrier
    return np.sqrt(V) / (np.pi * a * np.sqrt(2 * m))


def leading_crossover(low, high, m):
    (VL, aL), (VH, aH) = low, high
    T = onset(high, m) * (1 - np.sqrt(1 - VL / VH))
    if T >= onset(low, m):
        return T
    return (np.sqrt(2) * (aL * np.sqrt(VL) - aH * np.sqrt(VH))
            / (np.pi * np.sqrt(m) * (aL**2 - aH**2)))


def log_zero_T_ratio(low, high, m):
    return 2 * (np.log(high[1] / low[1])
                + log_cosh(np.pi * d_parameter(low, m) / 2)
                - log_cosh(np.pi * d_parameter(high, m) / 2))


# Transmission from direct integration of the Schroedinger equation
def log_transmission_ode(k, barrier, m):
    V, a = barrier
    q, n = k * a, len(k)
    strength = 2 * m * V * a**2

    def rhs(x, y):
        return np.concatenate([y[n:],
                               (strength / np.cosh(x)**2 - q**2) * y[:n]])

    wave = np.exp(1j * q * 15.0)
    sol = solve_ivp(rhs, (15.0, -15.0), np.concatenate([wave, 1j * q * wave]),
                    method="DOP853", rtol=1e-10, atol=1e-10, t_eval=[-15.0])
    assert sol.success
    psi, slope = sol.y[:n, -1], sol.y[n:, -1]
    return -2 * np.log(np.abs((slope + 1j * q * psi) / (2j * q)))


# Barrier action by quadrature between the classical turning points
NODES, WEIGHTS = np.polynomial.legendre.leggauss(120)


def action_numeric(E, barrier, m):
    V, a = barrier
    turn = a * np.arccosh(max(np.sqrt(V / E), 1.0))
    phi = NODES * np.pi / 2
    gap = np.maximum(V / np.cosh(turn * np.sin(phi) / a)**2 - E, 0)
    return 2 * np.pi / 2 * np.sum(
        WEIGHTS * np.sqrt(2 * m * gap) * turn * np.cos(phi))


def best_exponent_numeric(T, barrier, m):
    V = barrier[0]
    res = minimize_scalar(lambda E: E / T + action_numeric(E, barrier, m),
                          bounds=(1e-6 * V, V), method="bounded",
                          options={"xatol": 1e-10})
    return -res.fun


def exponent_formula(T, barrier, m):
    V, a = barrier
    if T >= onset(barrier, m):
        return -V / T
    return (-2 * np.pi * a * np.sqrt(2 * m * V)
            + 2 * np.pi**2 * m * a**2 * T)


m = M_P
for b in (LOW, HIGH):
    V, a = b
    for frac in (0.1, 0.4, 0.8):
        closed = 2 * np.pi * a * np.sqrt(2 * m) * (np.sqrt(V)
                                                   - np.sqrt(frac * V))
        assert abs(action_numeric(frac * V, b, m) / closed - 1) < 1e-6
    for factor in (0.5, 0.8, 1.3, 2.0):
        T = factor * onset(b, m)
        assert abs(best_exponent_numeric(T, b, m)
                   / exponent_formula(T, b, m) - 1) < 1e-5

# Leading-order crossover formulas against numerically maximized exponents
leading = {}
for name, low in (("wide", LOW), ("medium", LOW_MEDIUM)):
    leading[name] = leading_crossover(low, HIGH, m)
    root = brentq(lambda T: best_exponent_numeric(T, HIGH, m)
                  - best_exponent_numeric(T, low, m),
                  0.5 * leading[name], 1.6 * leading[name])
    assert abs(root / leading[name] - 1) < 1e-4
assert leading["wide"] > onset(LOW, m)
assert leading["medium"] < onset(LOW_MEDIUM, m)

# Exact crossover and its uniqueness
T_x = brentq(log_ratio, 50 * KELVIN, 600 * KELVIN, args=(LOW, HIGH, m))
T_scan = np.geomspace(5, 20000, 80) * KELVIN
scan = np.array([log_ratio(T, LOW, HIGH, m) for T in T_scan])
assert scan[0] > 0 and np.sum(np.diff(np.sign(scan)) != 0) == 1

# Same thermal integrals with transmission from the differential equation
g, w = np.polynomial.legendre.leggauss(160)
k_top = np.sqrt(2 * m * (HIGH[0] + 30 * T_x))
k_nodes = (g + 1) * k_top / 2
ode_error = 0.0
for b in (LOW, HIGH):
    logP = log_transmission_ode(k_nodes, b, m)
    ode_error = max(ode_error, np.max(np.abs(
        logP - log_transmission(k_nodes, b, m))))
    logI = logsumexp(np.log(w * k_top / 2 * k_nodes / m) + logP
                     - k_nodes**2 / (2 * m * T_x))
    assert abs(logI - log_flux(T_x, b, m)) < 1e-4
assert ode_error < 1e-4

# One crossing energy of the two transmission probabilities
k_line = np.linspace(0.01, np.sqrt(4 * m * HIGH[0]), 4000)
diff = log_transmission(k_line, HIGH, m) - log_transmission(k_line, LOW, m)
assert diff[0] > 0 and np.sum(np.diff(np.sign(diff)) != 0) == 1
k_cross = brentq(lambda k: log_transmission(k, HIGH, m)
                 - log_transmission(k, LOW, m), 0.01, k_line[-1])
E_cross = k_cross**2 / (2 * m)
E_cross_wkb = ((LOW[1] * np.sqrt(LOW[0]) - HIGH[1] * np.sqrt(HIGH[0]))
               / (LOW[1] - HIGH[1]))**2
assert abs(E_cross_wkb / E_cross - 1) < 0.01

# Zero-temperature limit, and a low wide barrier without any crossover
plateau = log_zero_T_ratio(LOW, HIGH, m)
assert abs(log_ratio(0.001 * KELVIN, LOW, HIGH, m) - plateau) < 0.01
plateau_none = log_zero_T_ratio(LOW_NARROW, HIGH, m)
assert plateau_none < 0
assert abs(log_ratio(0.001 * KELVIN, LOW_NARROW, HIGH, m)
           - plateau_none) < 0.01
assert max(log_ratio(T, LOW_NARROW, HIGH, m) for T in T_scan) < 0


# Improved crossover with prefactors
def log_flux_top(T, barrier, m):
    y = np.pi * onset(barrier, m) / T
    return -barrier[0] / T + np.log(T * y / np.sin(y))


def log_flux_deep(T, barrier, m):
    a = barrier[1]
    return (np.log(2 * np.pi * a * T * np.sqrt(2 * np.pi * m * T))
            + 2 * np.pi**2 * m * a**2 * T - np.pi * d_parameter(barrier, m))


def improved_crossover(mass):
    return brentq(lambda T: log_flux_deep(T, HIGH, mass)
                  - log_flux_top(T, LOW, mass),
                  1.1 * onset(LOW, mass), 0.9 * onset(HIGH, mass))


err_top = np.exp(log_flux_top(T_x, LOW, m) - log_flux(T_x, LOW, m)) - 1
err_deep = np.exp(log_flux_deep(T_x, HIGH, m) - log_flux(T_x, HIGH, m)) - 1
assert abs(err_top) < 0.1 and abs(err_deep) < 0.1
T_improved = improved_crossover(m)
assert abs(T_improved / T_x - 1) < 0.02

# Mean reacting energy equals minus the slope of ln I against 1/T
energies = {}
for name, b in (("L", LOW), ("H", HIGH)):
    energies[name] = mean_energy(T_x, b, m)
    beta, h = 1 / T_x, 0.1
    slope = (log_flux(1 / (beta + h), b, m)
             - log_flux(1 / (beta - h), b, m)) / (2 * h)
    assert abs(-slope / energies[name] - 1) < 1e-4
assert energies["H"] < energies["L"]

# Mass dependence: the m^(-1/2) law is the heavy-mass limit of the exact T_x
T_x_D = brentq(log_ratio, 40 * KELVIN, 600 * KELVIN, args=(LOW, HIGH, M_D))
T_improved_D = improved_crossover(M_D)
assert abs(T_improved_D / T_x_D - 1) < 0.02
mass_factors = (1, 4, 16, 64)
exact_to_leading = []
for factor in mass_factors:
    T0 = leading_crossover(LOW, HIGH, factor * M_P)
    T_exact = brentq(log_ratio, 0.9 * T0, 1.4 * T0,
                     args=(LOW, HIGH, factor * M_P))
    exact_to_leading.append(T_exact / T0)
assert np.all(np.diff(exact_to_leading) < 0)
assert 1 < exact_to_leading[-1] < 1.04

# Exact crossover for the case in which both channels tunnel
T_x_medium = brentq(log_ratio, 20 * KELVIN, 600 * KELVIN,
                    args=(LOW_MEDIUM, HIGH, m))


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("proton mass", m, "m_e", ".2f")
show("deuteron mass", M_D, "m_e", ".2f")
for name, b in (("L", LOW), ("H", HIGH)):
    show(f"V_{name}", b[0], "hartree", ".3f")
    show(f"a_{name}", b[1], "bohr", ".2f")
    show(f"d_{name}", d_parameter(b, m), "", ".3f")
    show(f"zero-energy action 2theta_{name}(0)",
         2 * np.pi * b[1] * np.sqrt(2 * m * b[0]), "hbar", ".2f")
    show(f"onset temperature T_{name}", onset(b, m) / KELVIN, "K", ".1f")
show("E_x, exact transmission", E_cross, "hartree", ".5f")
show("E_x, equal actions", E_cross_wkb, "hartree", ".5f")
show("T_x, leading order", leading["wide"] / KELVIN, "K", ".1f")
show("T_x, with prefactors", T_improved / KELVIN, "K", ".1f")
show("T_x, exact thermal integrals", T_x / KELVIN, "K", ".1f")
show("T_x, exact, as energy", T_x, "hartree", ".4e")
show("error of parabolic-top I_L at T_x", 100 * err_top, "%", ".1f")
show("error of deep-tunnelling I_H at T_x", 100 * err_deep, "%", ".1f")
show("classical ratio k_H/k_L at T_x", np.exp((LOW[0] - HIGH[0]) / T_x))
for name, b in (("L", LOW), ("H", HIGH)):
    kappa = np.exp(log_flux(T_x, b, m) + b[0] / T_x) / T_x
    show(f"tunnelling factor of {name} at T_x", kappa)
    show(f"mean reacting energy of {name} at T_x", energies[name],
         "hartree", ".5f")
show("best energy of H at T_x", HIGH[0] * (T_x / onset(HIGH, m))**2,
     "hartree", ".5f")
for t in (100, 150, 200, 250, 300, 400, 600, 1000):
    show(f"k_H/k_L at {t} K", np.exp(log_ratio(t * KELVIN, LOW, HIGH, m)),
         "", ".3e")
show("log10 of k_H/k_L for T to 0", plateau / np.log(10), "", ".2f")
show("deuteron T_x, leading order",
     leading_crossover(LOW, HIGH, M_D) / KELVIN, "K", ".1f")
show("deuteron T_x, with prefactors", T_improved_D / KELVIN, "K", ".1f")
show("deuteron T_x, exact", T_x_D / KELVIN, "K", ".1f")
show("exact T_x ratio, proton to deuteron", T_x / T_x_D, "", ".3f")
show("square root of the mass ratio", np.sqrt(M_D / M_P), "", ".3f")
for factor, ratio in zip(mass_factors, exact_to_leading):
    show(f"exact/leading T_x, {factor} proton masses", ratio, "", ".3f")
show("second low barrier, a_L", LOW_MEDIUM[1], "bohr", ".2f")
show("second low barrier, T_L", onset(LOW_MEDIUM, m) / KELVIN, "K", ".1f")
show("second low barrier, T_x leading", leading["medium"] / KELVIN, "K", ".1f")
show("second low barrier, T_x exact", T_x_medium / KELVIN, "K", ".1f")
show("third low barrier, a_L", LOW_NARROW[1], "bohr", ".2f")
show("third low barrier, k_H/k_L for T to 0", np.exp(plateau_none), "", ".3f")
show("largest deviation of ln P from direct integration", ode_error, "", ".1e")
print("verified")
```

Printed output:

```
proton mass: 1836.15 m_e
deuteron mass: 3670.48 m_e
V_L: 0.016 hartree
a_L: 1.50 bohr
d_L: 22.974
zero-energy action 2theta_L(0): 72.24 hbar
onset temperature T_L: 139.9 K
V_H: 0.020 hartree
a_H: 0.60 bohr
d_H: 10.235
zero-energy action 2theta_H(0): 32.31 hbar
onset temperature T_H: 391.0 K
E_x, exact transmission: 0.01364 hartree
E_x, equal actions: 0.01358 hartree
T_x, leading order: 216.1 K
T_x, with prefactors: 257.8 K
T_x, exact thermal integrals: 257.3 K
T_x, exact, as energy: 8.1472e-04 hartree
error of parabolic-top I_L at T_x: 0.5 %
error of deep-tunnelling I_H at T_x: 2.2 %
classical ratio k_H/k_L at T_x: 0.007375
tunnelling factor of L at T_x: 1.715
mean reacting energy of L at T_x: 0.01588 hartree
tunnelling factor of H at T_x: 232.6
mean reacting energy of H at T_x: 0.00966 hartree
best energy of H at T_x: 0.00866 hartree
k_H/k_L at 100 K: 3.642e+07
k_H/k_L at 150 K: 2.950e+03
k_H/k_L at 200 K: 1.571e+01
k_H/k_L at 250 K: 1.257e+00
k_H/k_L at 300 K: 4.054e-01
k_H/k_L at 400 K: 2.169e-01
k_H/k_L at 600 K: 2.387e-01
k_H/k_L at 1000 K: 3.620e-01
log10 of k_H/k_L for T to 0: 16.58
deuteron T_x, leading order: 152.9 K
deuteron T_x, with prefactors: 171.8 K
deuteron T_x, exact: 171.9 K
exact T_x ratio, proton to deuteron: 1.497
square root of the mass ratio: 1.414
exact/leading T_x, 1 proton masses: 1.190
exact/leading T_x, 4 proton masses: 1.086
exact/leading T_x, 16 proton masses: 1.044
exact/leading T_x, 64 proton masses: 1.024
second low barrier, a_L: 0.90 bohr
second low barrier, T_L: 233.1 K
second low barrier, T_x leading: 213.7 K
second low barrier, T_x exact: 215.5 K
third low barrier, a_L: 0.65 bohr
third low barrier, k_H/k_L for T to 0: 0.311
largest deviation of ln P from direct integration: 3.5e-09
verified
```
